Wigner and continuum-continuum delays in RABBITT from Coulomb waves, part 1

(Sections cited here and not found follow in the second part.)

For hydrogen 1s ionized to a photoelectron energy of 17.39 eV, the energy derivative of the phase of the dipole amplitude is +9.4 as. The RABBITT sideband at the same energy, with an 800 nm probe and detection along the polarization, is shifted by −29.8 as when the harmonic is taken to act first (−29.4 as when the small probe-first ordering is added). The second number is three times larger and has the opposite sign, although both refer to the same atom and final state. The difference, about −39 as, is produced by the probe photon acting on an electron that still feels the Coulomb tail of the ion.

A.1 Model and Coulomb waves

Hartree units are used; the unit of time is 24.1888 as. One electron moves in V(r) = −Z/r + V_s(r) with Z > 0 and V_s falling faster than any power of 1/r. The initial state is an s state with radial function u0(r) and energy ε0. The coupling is zE(t) (dipole approximation, length form, polarization along z), and each field is taken to first order. Spin and relativity are ignored and the nucleus is fixed. Four decimals in a delay serve to trace arithmetic inside this model.

Where V_s has vanished, the radial equation at energy ε = k²/2, with y = kr and ν = Z/k, is

u″ + [1 + 2ν/y − L(L+1)/y²] u = 0.   (1)

Put u = e^{iθ}S with θ = y + ν ln 2y − Lπ/2 + σ_L. Then θ′ = 1 + ν/y, θ″ = −ν/y² and θ′² = 1 + 2ν/y + ν²/y². Since u″ = e^{iθ}[S″ + 2iθ′S′ + (iθ″ − θ′²)S], the terms 1 + 2ν/y cancel and

S″ + 2i(1 + ν/y)S′ − (A + iν)S/y² = 0,   A = L(L+1) + ν².

Inserting S = Σ t_n y⁻ⁿ with t_0 = 1 and collecting y⁻ⁿ⁻² gives n(n+1)t_n − 2i(n+1)t_{n+1} − 2iνn t_n − (A + iν)t_n = 0, so

t_{n+1} = [n(n+1) − iν(2n+1) − A] t_n / [2i(n+1)].   (2)

The first two coefficients are

t_1 = (−A − iν)/(2i) = −ν/2 + iA/2,

t_2 = (2 − A − 3iν)(A + iν)/8,   Re t_2 = [A(2−A) + 3ν²]/8.   (3)

This defines the outgoing wave H⁺ = e^{iθ}S, and H⁻ is its complex conjugate for real r. The real part of t_1 corrects the amplitude and the imaginary part corrects the phase. The series is asymptotic: for n well above L and ν the ratio of successive terms is roughly n/2|y|.

The constant σ_L is fixed by demanding that the regular Coulomb solution be F = Im H⁺. Substituting u = y^{L+1}e^{iy}w in (1) gives y w″ + (2L+2+2iy)w′ + [2i(L+1) + 2ν]w = 0. In the variable −2iy this is Kummer's equation with a = L+1−iν and b = 2L+2. At large y the Kummer function contains the term Γ(b)(2iy)^{−a}/Γ(b−a), which multiplies e^{iy}; the other term yields the complex conjugate wave. The phase of e^{iy}(2iy)^{−L−1+iν}/Γ(L+1+iν) is y + ν ln 2y − (L+1)π/2 − argΓ(L+1+iν). This is the outgoing half e^{iθ}/2i of sin θ if

σ_L = arg Γ(L+1 − iZ/k).   (4)

With V_s present the regular solution gains a phase δ_L. The real, energy-normalized radial waves are

u_kL → √(2/πk) sin(θ_L + δ_L) = √(2/πk) (e^{iδ_L}H⁺ − e^{−iδ_L}H⁻)/2i,   η_L = σ_L + δ_L.   (5)

The sign is fixed by u_kL > 0 near the origin, which makes δ_L unique modulo 2π. The program tests (2) and (4) twice. The series agrees to 10⁻⁹ with an arbitrary-precision Coulomb function at L = 2, k = 0.9, r = 40, and numerical integration of the hydrogen p wave from the origin returns |δ_1| < 10⁻⁶.

The detected state is labelled by energy and direction:

ψ⁻ = Σ_LM i^L e^{−iη_L} Y*_LM(k̂) Y_LM(r̂) u_kL(r)/r.

The factor i^L e^{−iη_L} removes −Lπ/2 + η_L from the outgoing half of (5). All partial waves then leave with the common phase kr + ν ln 2kr, and the sum over L, M becomes δ(k̂ − r̂). The overlap ⟨ψ⁻|Ψ⟩ is therefore the coefficient of the outgoing wave in direction k̂, measured against that reference phase. Each channel enters the overlap with the conjugate factor (−i)^L e^{iη_L} Y_LM(k̂).

A.2 One photon: the outgoing wave

A field component e^{−iΩt} drives iψ̇ = Hψ + zφ0 e^{−i(ε0+Ω)t}. The counter-rotating component is far off resonance and is dropped. The solution that follows the drive is (κ²/2 − H + i0)⁻¹zφ0 e^{−iκ²t/2} with κ²/2 = ε0 + Ω. Because cosθ Y00 = Y10/√3, only the p wave appears, with radial part ρ:

(κ²/2 − H_1) ρ = r u0,   ρ regular at 0 and outgoing at ∞.   (6)

Let f → sin(θ_1+δ_1) be the regular solution and h = e^{iδ_1}H⁺. The Green function is G = −c f(r_<) h(r_>). Since κ²/2 − H_1 = ½ d²/dr² + …, the slope of G must jump by 2 at r = r′. The jump is c(f′h − fh′), and this Wronskian, evaluated at infinity, is κ cos(·)e^{i(·)} − iκ sin(·)e^{i(·)} = κ. Hence c = 2/κ. Beyond the range of the source r u0,

ρ(r) = −(2/κ) h ∫ f r u0 dr = −π d(κ) √(2/πκ) e^{iδ_1} H⁺_1(κr),   d(κ) = ∫ u_κ1 r u0 dr,   (7)

where f = √(πκ/2) u_κ1 and (2/κ)√(πκ/2) = π√(2/πκ) were used. The radial dipole d is real. The one-photon amplitude on ψ⁻ is M1 = (−i) e^{iη_1} Y10(k̂) d/√3, so arg M1 = η_1 + constant as long as d keeps its sign. The program asserts (7) to 10⁻⁶ relative in every two-photon evaluation, comparing the matched amplitude of ρ with d from quadrature.

A.3 The delay as a mean arrival time

A pulse is a superposition of such drives. With spectral modulus and d combined in a real function a(ε), and spectral phase χ(ε), the radial wave outside the source is at all times

ψ(r,t) = ∫ dε a e^{iχ} w e^{iφ} e^{−iεt},   w e^{iφ} = k^{−1/2} e^{iδ_1}H⁺_1(kr).

The current Im(h*h′) of a solution of the radial equation does not depend on r, and at infinity w²φ_r = (1/k)k, so w²φ_r = 1 exactly. The flux is j = Im(ψ*∂_rψ). Write ψ̃ = a w e^{iΦ} with Φ = φ + χ, and g̃ = a(w_r + iφ_r w)e^{iΦ} for the transform of ∂_rψ. Parseval's theorem gives

∫ j dt = 2π Im ∫ ψ̃* g̃ dε = 2π ∫ a² w²φ_r dε = 2π ∫ a² dε.

For the first moment, t e^{−iεt} = i∂_ε e^{−iεt}. Integration by parts, with a vanishing at threshold and at high energy, shows that tψ has the transform −i∂_εψ̃. Then

∫ t j dt = 2π Im ∫ i(∂_εψ̃)* g̃ dε = 2π Im ∫ [i(aw)_ε + a w Φ_ε] a (w_r + iφ_r w) dε = 2π ∫ [a² Φ_ε + (aw)_ε a w_r] dε.

By (3), w = k^{−1/2}(1 − Z/2k²r + …), so w_r = O(r⁻²) and the last term is of that order. The mean arrival time is the average of Φ_ε with weight a², for any bandwidth that stays clear of threshold. The phase is φ = kr + (Z/k) ln 2kr − π/2 + η_1 + A/2kr + O(r⁻²), and ∂_ε = (1/k)∂_k. Term by term: ∂_ε(kr) = r/k; ∂_k[(Z/k) ln 2kr] = (Z/k²)(1 − ln 2kr); and for L = 1, A/2kr = (1/k + Z²/2k³)/r, whose energy derivative is −(k⁻³ + 3Z²/2k⁵)/r. Thus

⟨t⟩ = ⟨ χ_ε + r/k + (Z/k³)(1 − ln 2kr) + τ_W − (k⁻³ + 3Z²/2k⁵)/r ⟩ + O(r⁻²),   (8)

τ_W = ∂_ε arg M1 = ∂_ε η_1.   (9)

The term χ_ε is the group delay of the pulse. For Z = 0 the logarithm is absent and τ_W is the delay against free flight from the origin. For Z > 0 the difference ⟨t⟩ − r/k falls without limit as −(Z/k³) ln r. This is the classical speed-up, dr/√(k² + 2Z/r) ≈ dr/k − Z dr/k³r. So τ_W is a delay against the reference phase kr + (Z/k) ln 2kr, and a different constant inside the logarithm would shift it by a multiple of Z/k³. Only the sum of τ_W and the logarithmic term is free of that convention.

For the pure Coulomb case, σ_L = Im lnΓ(L+1 − iZ/k) and d(−iZ/k)/dk = iZ/k², so dσ_L/dk = Im[iψ_Γ Z/k²] with ψ_Γ the digamma function, and

τ_W = (Z/k³) Re ψ_Γ(2 + iZ/k) → (Z/k³)(1 − γ) for k ≫ Z,   (10)

with γ Euler's constant and ψ_Γ(2) = 1 − γ.

A case with δ_1 ≠ 0 comes from a model core built backwards from its ground state. Take u0 ∝ r e^{−r} g with g = 1 + b e^{−r}, and V = ε0 + u0″/2u0 with ε0 = −1/2. Since (re^{−r})″/(re^{−r}) = 1 − 2/r, (re^{−r})′/(re^{−r}) = 1/r − 1, g′ = −b e^{−r} and g″ = b e^{−r},

V = −1/r + (1/r − 1) g′/g + g″/2g = −1/r + [b e^{−r}/(1 + b e^{−r})] (3/2 − 1/r).   (11)

The function u0 has no node, so it is the ground state, with the binding energy of hydrogen for every b ≥ 0. Grid diagonalization for b = 4 is asserted to give −1/2 within 10⁻⁶.

Equation (8) is tested against a packet built from eigenstates of a 400 bohr box, in which no Coulomb phase is used. The pulse is Gaussian with σ = 15 au in amplitude and χ = 0, centred at 0.7 Eh, and the detector is at 150 bohr. For hydrogen the averages of the four terms are 127.6597 − 3.0079 + 0.3423 − 0.0086, which is 124.9856 au before rounding, and the box gives 124.9856 au. For b = 4 they are 127.4328 − 2.9928 + 1.0190 − 0.0086 = 125.4504 au, and the box gives 125.4505 au. The asserted tolerance is 0.002 au. The two arrival times differ by 0.465 au while the two ⟨τ_W⟩ differ by 0.677 au. The weight a² contains d(ε)², which differs between the potentials and moves ⟨r/k⟩ by −0.227 au. At a distant detector this reweighting grows in proportion to r and has to be removed before an arrival time is read as a phase derivative.

A.4 Two photons and the sideband fringe

Two harmonics cos(Ω_≶ t − φ_≶) with Ω_> − Ω_< = 2ω act together with a probe cos ω(t − τ); positive τ means a later probe. The sideband energy is ε = k²/2 = ε0 + Ω_< + ω. With the harmonic acting first, the intermediate state is ρ of (6), and the probe couples it to ψ⁻. From Y10 = √(3/4π) cosθ and cos²θ = 1/3 + (3cos²θ − 1)/3 one has cosθ Y10 = Y00/√3 + (2/√15)Y20. Define

T_L′ = ∫₀^∞ u_kL′ r ρ dr,   M_L′ = (−i)^{L′} e^{iη_L′(k)} T_L′.   (12)

The angle-resolved amplitude is (1/√3)[Y00 M_0/√3 + (2/√15) Y20 M_2]. With Y20 = √(5/4π)(3cos²θ − 1)/2 the second coefficient is (2/√45)(√5/2) = 1/3, the same as the first, so

M(θ) = [M_0 + (3cos²θ − 1) M_2] / (3√(4π)).   (13)

The ratio of angular factors is tested by quadrature.

The final amplitude is −i∫dt e^{iεt}E_IR(t)⟨ψ⁻|z|ψ⟩. The probe is ½(e^{−iωt}e^{iωτ} + e^{iωt}e^{−iωτ}). In the absorption path a, the harmonic Ω_< gives e^{iφ_<} and an intermediate energy κ_<²/2 = ε − ω, and the time integral selects e^{−iωt}, which brings e^{iωτ}. In the emission path e, Ω_> gives e^{iφ_>} and κ_>²/2 = ε + ω, and e^{iωt} brings e^{−iωτ}. For equal harmonic strengths the signal is |e^{i(φ_<+ωτ)}M_a + e^{i(φ_>−ωτ)}M_e|², that is

S(τ) ∝ |M_a|² + |M_e|² + 2|M_a M_e| cos(2ωτ − Δφ − 2ωτ_A),   (14)

Δφ = φ_> − φ_<,   τ_A = (arg M_e − arg M_a)/2ω.

The maximum lies at τ = Δφ/2ω + τ_A. The first term is the finite-difference group delay of the harmonics, and τ_A belongs to the atom.

The integral (12) does not converge: its integrand grows as r and oscillates. Real pulses decide its meaning. With Gaussian envelopes of widths σ_X and σ_I, the harmonic supplies a detuning δ with weight exp(−σ_X²δ²/2), the time integral over the probe envelope supplies exp(−σ_I²δ²/2), and the amplitude is the average of T over δ with variance 1/(σ_X² + σ_I²). Averaging e^{i(κ∓k)r} over a smooth weight that is negligible at κ = k yields a function falling faster than any power of r. The r integral then converges absolutely, a factor e^{−βr} with β → 0⁺ changes nothing, and with that factor the two integrations can be exchanged. T is therefore the Abel limit of (12).

Equation (14), its signs and the Abel prescription are tested by second-order time-dependent theory in the box. The real carrier cos ω(t−τ) acts on both harmonics, with ω = 0.2 Eh, σ_X = 15 au, σ_I = 40 au and Δφ = 0.3 rad, and the carrier delay is scanned. For L′ = 0 the fringe phase is 0.0817 rad and the contrast 2|T_aT_e|/(|T_a|² + |T_e|²) is 0.9562, both from the box and from the averaged T of section A.8. For L′ = 2 the phase is 0.1094 rad from both and the contrast 0.5935 against 0.5934. The tolerance is 10⁻³.

A.5 Leading asymptotic form and the separation

Let p = κ − k and ζ = Z(1/κ − 1/k) = −Zp/kκ. The product of ρ ∝ H⁺_1(κr) with the H⁻ half of u_kL′ oscillates slowly, as e^{ipr}. It accumulates over r ~ 1/|p| ≈ k/ω and will give a term of order p⁻². The product with the H⁺ half oscillates as e^{i(κ+k)r} and stays finite as p → 0, and so does any integral over a fixed inner region. At leading order only the slow product is kept, with S = 1 in both waves and the lower limit moved to zero. From (7) and from −1/2i = i/2 in (5),

T_L′ ≈ −π d √(2/πκ) √(2/πk) (i/2) e^{i[η_1(κ) − π/2 − η_L′(k) + L′π/2]} (2κ)^{iZ/κ} (2k)^{−iZ/k} J_0,

J_0 = ∫₀^∞ r^{1+iζ} e^{ipr} dr.

With damping, ∫r^{s−1}e^{−qr}dr = Γ(s) q^{−s} for q = β − ip, Re q > 0. As β → 0, q → |p| e^{−iπ sgn(p)/2}. Then q⁻² = −1/p², and q^{−iζ} = |p|^{−iζ} exp(−πζ sgn(p)/2). Because ζ and p have opposite signs for Z > 0, the exponent is +π|ζ|/2 in both paths:

J_0 = −p⁻² e^{π|ζ|/2} |p|^{−iζ} Γ(2 + iζ).   (15)

The damped integral is tested by real-axis quadrature for both signs of p. The prefactors combine as (−π)(2/π)(i/2)(−1) = i. In M_L′ the factor (−i)^{L′}e^{iη_L′} cancels e^{i(L′π/2 − η_L′)}, and i e^{−iπ/2} = 1, so

M_L′ ≈ d(κ) e^{π|ζ|/2} |Γ(2+iζ)| / (√(kκ) p²) · e^{i[η_1(κ) + φ_cc(k,κ)]},   (16)

φ_cc = (Z/κ) ln 2κ − (Z/k) ln 2k + arg Γ(2+iζ) − ζ ln|κ − k|.   (17)

Three consequences follow at this order. The final-state phase η_L′ has dropped out. The only trace of the core is the one-photon amplitude d e^{iη_1} at the intermediate momentum. And M_0 = M_2, so (13) gives M ∝ cos²θ with an angle-independent phase. Equation (16) is tested as a complex number, within 2% of itself, at k = 1 and ω = 0.002 Eh, for both paths, both L′ and both potentials.

If d(κ_<) and d(κ_>) have the same sign, which the program asserts for each sideband, (14) gives τ_A ≈ τ_W^fd + τ_cc^P with

τ_W^fd = [η_1(κ_>) − η_1(κ_<)]/2ω,   τ_cc^P = [φ_cc(k,κ_>) − φ_cc(k,κ_<)]/2ω.   (18)

The first is the central difference of (9) and differs from it by ω²η‴/6.

For small ω it is useful to label the paths by the signed energy x = κ²/2 − k²/2 = ±ω. Only the part of a phase that is odd in x survives in (18). The quantities κ, p and ζ are analytic in x, with p ≈ x/k and ζ ≈ −Zx/k³. To first order the first two terms of (17) give x ∂_ε[(Z/k) ln 2k] = x(Z/k³)(1 − ln 2k). The third gives ζψ_Γ(2) = −x(Z/k³)(1 − γ), and the fourth gives +x(Z/k³) ln(ω/k). The sum divided by x is

τ_cc^P → (Z/k³)[γ − ln(2k²/ω)].   (19)

It vanishes for Z = 0 and diverges logarithmically as ω → 0, because a softer photon is absorbed further out and samples more of the logarithm in (8).

A.6 The 1/r terms: a missing Z/k³ and the propensity rule

Equation (16) is correct up to a relative error O(p). A phase error of order p is divided by 2ω in (18) and leaves a delay of order ω⁰, so (18) is not yet exact as ω → 0. The slow product carries the series

S_1(κr) S*_L′(kr) = 1 + C_1/r + C_2/r² + …,

and by (3), with y = κr in one factor and y = kr in the other,

C_1 = −α + iΔ,   α = (Z/2)(κ⁻² + k⁻²),   Δ = (1/κ + Z²/2κ³) − [L′(L′+1)/2k + Z²/2k³].

The integral with one power of r fewer is J_1 = Γ(1+iζ) q^{−1−iζ}. Since Γ(2+iζ) = (1+iζ)Γ(1+iζ), the ratio is J_1/J_0 = q/(1+iζ) = −ip/(1+iζ). The amplitude (16) is multiplied by

1 + (ipα + pΔ)/(1+iζ).   (20)

The amplitude correction α of the waves has become a phase, and the phase correction Δ has become a modulus. The first is independent of L′ and defines

φ_amp = arg[1 + ipα/(1+iζ)] ≈ xZ/k³,   τ_amp = [φ_amp(κ_>) − φ_amp(κ_<)]/2ω → Z/k³.   (21)

The second hardly affects the phase. The argument of (20) is arctan[(ζ + pα)/(1 + pΔ)] − arctan ζ, and ζ + pα = Zp³/2κ²k², so Δ changes it by about −(ζ + pα)pΔ. This is analytic in x and starts at x⁴, which is even, so within (20) it reaches τ_A only at order ω⁴. The corrected continuum-continuum delay is

τ_cc = τ_cc^P + τ_amp → (Z/k³)[1 + γ − ln(2k²/ω)].   (22)

At k = 1 and ω = 0.002 Eh the exact τ_A − τ_W^fd − τ_cc^P is 0.9951 au in both channels, to be compared with Z/k³ = 1 au; the asserted tolerance is 0.02 au. The limits (19) and (21) are asserted there to 10⁻³ au.

Setting 1 − ln 2kr = 1 + γ − ln(2k²/ω) shows that (22) equals the logarithmic term of (8) at

r_eff = (k/ω) e^{−γ}.

This part has separated the sideband delay, to leading order in ω, into the Wigner delay and a continuum-continuum delay that includes the amplitude term Z/k³, and has matched the latter to the Coulomb logarithm at r_eff. What remains is the interpretation of that match, the propensity rule, the O(ω) remainder and limits of the separation, and the exact evaluation for hydrogen.

Numerical values quoted here were computed with a short program.
